# The Fang-Howard Width Parameter and the 11/32 Weight of Inversion Charge, part 1

(Sections cited here and not found follow in the second part.)

## I. The model and its Hartree energy

### Definitions and conventions

A semiconductor of permittivity $\kappa$ fills the half-space $z>0$. At $z=0$ it meets an insulating barrier, and beyond the barrier, at negative $z$, lies a gate. A positive charge on the gate has drawn electrons to the interface. They form an inversion layer: they are free to move parallel to the interface and are confined along $z$.

The algebra is in atomic units, with $\hbar$, the free-electron mass, the elementary charge and $4\pi\varepsilon_0$ all equal to one. Two electrons a distance $r$ apart in the semiconductor then repel with energy $1/(\kappa r)$. Numerical values are given in eV and Å. The symbols are as follows.

- $m$ is the effective mass for motion along $z$, in units of the free-electron mass.
- $N_s$ is the number of inversion electrons per unit area.
- $N_d$ is the number of ionised acceptors per unit area in the depletion layer. Each carries one negative elementary charge and is fixed in place.
- $z_d$ is the thickness of the depletion layer, in which the acceptors are spread uniformly.
- $V(z)$ is the potential energy of an electron, not the electric potential. Its zero is at the interface, $V(0)=0$.

Both $N_s$ and $N_d$ are number densities and are not negative; the sign of the charge is put in by hand where it matters. The whole system is neutral, so the gate carries $N_s+N_d$ positive charges per unit area.

All electrons share one real, normalised wavefunction $\psi(z)$ for the motion along $z$, and differ in their in-plane wavevector and spin. The density profile and the fraction of the electrons lying beyond $z$ are

$$\rho(z)=\psi(z)^2,\qquad S(z)=\int_z^\infty \rho(z')\,dz' .$$

Thus $S(0)=1$, $S(\infty)=0$ and $S'(z)=-\rho(z)$. Angle brackets denote an average over $\rho$; when two coordinates $z$ and $z'$ appear, both are averaged independently. The Fang-Howard trial function is

$$\psi(z)=\left(\frac{b^3}{2}\right)^{1/2} z\,e^{-bz/2},\qquad b>0. \tag{1}$$

It vanishes at the barrier, has no other node, and has the single parameter $b$, an inverse length.

### Assumptions and theorem

The assumptions are these.

1. The barrier is impenetrable, so $\psi(0)=0$.
2. The temperature is zero and one subband is occupied.
3. The band is parabolic, and motion along $z$ separates from motion in the plane.
4. $N_s$ and $N_d$ are held fixed while $b$ is varied.
5. The depletion layer is much thicker than the electron layer, $bz_d\gg1$.
6. The electrons interact through their mean charge density. Exchange, correlation and the potential of an electron's own image charge are left out.

**Theorem.** Let $N_s$ and $N_d$ not both vanish. Under these assumptions the Hartree energy per electron of the trial function (1), apart from terms independent of $b$, is

$$E(b)=\frac{b^2}{8m}+\frac{12\pi}{\kappa b}\,N^*,\qquad N^*=N_d+\frac{11}{32}N_s . \tag{2}$$

It has one minimum in $b>0$, at

$$b^3=\frac{48\pi m}{\kappa}\left(N_d+\frac{11}{32}N_s\right). \tag{3}$$

For $N_s=0$ the energy per electron is understood as that of a single electron in the depletion field.

The lemmas that follow establish (2); the minimum is treated in the second half.

### Moments and kinetic energy

**Lemma 1.** The function (1) is normalised, and

$$\langle z\rangle=\frac3b,\qquad \langle z^2\rangle=\frac{12}{b^2},\qquad T=\frac{b^2}{8m},$$

where $T$ is the kinetic energy of motion along $z$.

*Proof.* Put $x=bz$, so that $dz=dx/b$. Then

$$\rho(z)\,dz=\frac{b^3}{2}\,\frac{x^2}{b^2}\,e^{-x}\,\frac{dx}{b}=\frac{x^2}{2}e^{-x}\,dx .$$

With $\int_0^\infty x^n e^{-x}dx=n!$ the norm is $2!/2=1$. The moments are $\langle x\rangle=3!/2=3$ and $\langle x^2\rangle=4!/2=12$. Dividing by $b$ and $b^2$ gives the first two results.

The kinetic energy is $-\frac{1}{2m}\int\psi\psi''dz$. Integration by parts turns this into $\frac1{2m}\int\psi'^2dz$, because $\psi\psi'$ vanishes at both ends. The derivative of (1) is

$$\psi'(z)=\left(\frac{b^3}{2}\right)^{1/2}\left(1-\frac{bz}{2}\right)e^{-bz/2},$$

and therefore

$$\int_0^\infty\psi'^2dz=\frac{b^3}{2}\,\frac1b\int_0^\infty\left(1-x+\frac{x^2}{4}\right)e^{-x}dx
=\frac{b^2}{2}\left(1-1+\frac12\right)=\frac{b^2}{4}.$$

Division by $2m$ gives $T=b^2/(8m)$. $\square$

The variance of $z$ is $12/b^2-9/b^2=3/b^2$, so the rms spread is $\sqrt3/b$. The density $z^2e^{-bz}$ is largest where $2/z-b=0$, that is, at $z=2/b$. The mean lies further out than the peak because the profile has a long tail on the semiconductor side.

The electrons also have kinetic energy of motion in the plane. At fixed $N_s$ they fill the same in-plane states whatever the value of $b$, so this energy does not affect the minimisation and is omitted from $E$.

### The potential from Gauss's law

**Lemma 2.** For a thick depletion layer the potential energy of an electron is $V=V_d+V_s$ with

$$V_d(z)=\frac{4\pi N_d}{\kappa}z,\qquad
V_s(z)=\frac{4\pi N_s}{\kappa}\int_0^z S(t)\,dt
=\frac{4\pi N_s}{\kappa}\int_0^\infty\min(z,z')\,\rho(z')\,dz'. \tag{4}$$

*Proof.* Beyond the depletion layer the semiconductor is neutral and the electric field $\mathcal E$ along $z$ vanishes. Apply Gauss's law to a box reaching from the plane $z$ into this neutral region. The charge in it, per unit area, is negative:

$$q(z)=-\left[N_d\left(1-\frac{z}{z_d}\right)+N_sS(z)\right].$$

The outward flux through the far face is zero and that through the near face is $-\kappa\mathcal E(z)$. Hence $-\kappa\mathcal E(z)=4\pi q(z)$, and $\mathcal E(z)$ is positive: it points away from the positive gate. The force on an electron is $-\mathcal E$, towards the interface. Since the force is also $-V'$,

$$V'(z)=\mathcal E(z)=\frac{4\pi}{\kappa}\left[N_d\left(1-\frac{z}{z_d}\right)+N_sS(z)\right]. \tag{5}$$

For $bz_d\gg1$ the electrons sit where $z/z_d\ll1$, and this ratio is dropped. Integration from $0$ with $V(0)=0$ gives $V_d$ and the first form of $V_s$.

For the second form, write $S(t)$ as the integral of $\rho(z')$ over $z'>t$ and exchange the order of integration. For given $z'$, the variable $t$ runs over those values between $0$ and $z$ that are also less than $z'$. The length of that range is $\min(z,z')$. $\square$

Equation (5) shows how the electrons screen one another. At the interface $S=1$, and the field is that of all the charge, $N_d+N_s$. Far out in the tail $S$ tends to zero, and the field of the depletion charge alone remains. The depletion charge contributes the same field at every electron, while the inversion charge contributes to the field at an electron only to the extent that other electrons lie beyond it. These fields include the part of the gate charge that balances each negative charge.

### The two integrals

**Lemma 3.** For the trial function (1),

$$S=e^{-x}\left(1+x+\frac{x^2}{2}\right),\qquad
\int_0^\infty S\,dz=\frac3b,\qquad
\int_0^\infty S^2dz=\frac{33}{16\,b}. \tag{6}$$

*Proof.* The stated $S$ tends to zero at infinity. Its derivative with respect to $x$ is

$$e^{-x}(1+x)-e^{-x}\left(1+x+\frac{x^2}{2}\right)=-\frac{x^2}{2}e^{-x},$$

which is minus the density in the variable $x$, as required. The first integral is

$$\int_0^\infty S\,dz=\frac1b\left(0!+1!+\frac{2!}{2}\right)=\frac3b .$$

It equals $\langle z\rangle$, as it must for any density, since integration by parts gives $\int S\,dz=-\int zS'dz=\int z\rho\,dz$.

For the second integral, square the polynomial:

$$\left(1+x+\frac{x^2}{2}\right)^2=1+2x+2x^2+x^3+\frac{x^4}{4}.$$

The coefficient of $x^2$ has one contribution from $x\cdot x$ and one from $2\cdot1\cdot x^2/2$. The exponential is now $e^{-2x}$, and $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$. For $n=0$ to $4$ this gives $\frac12,\frac14,\frac14,\frac38,\frac34$. Therefore

$$b\int_0^\infty S^2dz=\frac12+2\cdot\frac14+2\cdot\frac14+\frac38+\frac14\cdot\frac34
=\frac32+\frac{9}{16}=\frac{33}{16}.\qquad\square$$

The second integral has a direct meaning. Averaging $V_s$ over $\rho$ and integrating by parts gives

$$\langle V_s\rangle=\frac{4\pi N_s}{\kappa}\int_0^\infty\rho(z)\int_0^zS(t)\,dt\,dz
=\frac{4\pi N_s}{\kappa}\int_0^\infty S(z)^2dz. \tag{7}$$

Here $\rho=-S'$ was used; the boundary term vanishes because the inner integral is zero at $z=0$ and $S$ is zero at infinity. Comparison with the second form in (4) shows that $\int S^2dz=\langle\min(z,z')\rangle$.

### The electrostatic energy

**Lemma 4.** The electrostatic energy per electron, apart from terms independent of $\psi$, is

$$U=\frac{4\pi}{\kappa}\left[N_d\int_0^\infty S\,dz+\frac{N_s}{2}\int_0^\infty S^2dz\right]
=\langle V_d\rangle+\frac12\langle V_s\rangle. \tag{8}$$

*Proof from the field.* The energy density of the field is $\kappa\mathcal E^2/(8\pi)$. Inserting (5), with the depletion profile abbreviated as $n(z)=N_d(1-z/z_d)$ for $z<z_d$ and zero beyond, gives an energy per unit area

$$\frac{\kappa}{8\pi}\left(\frac{4\pi}{\kappa}\right)^2\int_0^\infty(n+N_sS)^2dz
=\frac{2\pi}{\kappa}\int_0^\infty\left(n^2+2nN_sS+N_s^2S^2\right)dz .$$

The term in $n^2$ does not contain $\psi$. Dropping it, dividing by the $N_s$ electrons per unit area, and setting $n=N_d$ where the electrons are, gives the first form of (8). The field in the barrier is fixed by the gate charge $N_s+N_d$, so its energy does not depend on $\psi$ either. In this mean-field model the permittivity of the barrier therefore has no influence on $b$.

*Proof from the charges.* The same energy can be assembled from individual attractions and repulsions. A uniform sheet of $n_0$ electrons per unit area at $z'$ gives another electron the energy $-(2\pi n_0/\kappa)|z-z'|$, up to a constant: the energy falls as the electron moves away. For this count let the permittivity be $\kappa$ everywhere, which by the previous paragraph does not change the dependence on $\psi$.

The positive gate, behind the electrons, contributes $+(2\pi/\kappa)(N_s+N_d)z$. The acceptors lie almost all on the far side and push the electron back towards the interface, which contributes $+(2\pi/\kappa)N_dz$. The electrons repel one another, and each pair must be counted once. Per electron, this means half the energy of one electron in the field of all:

$$U=\frac{2\pi}{\kappa}\left[(N_s+2N_d)\langle z\rangle-\frac{N_s}{2}\langle|z-z'|\rangle\right]. \tag{9}$$

From $\min(z,z')=\frac12(z+z'-|z-z'|)$ it follows that $\langle|z-z'|\rangle=2\langle z\rangle-2\langle\min(z,z')\rangle$. Substitution in (9) cancels the term $N_s\langle z\rangle$ and leaves

$$U=\frac{2\pi}{\kappa}\left[2N_d\langle z\rangle+N_s\langle\min(z,z')\rangle\right],$$

which is (8). $\square$

Equation (9) removes a possible doubt about the factor $\frac12$ in front of $\langle V_s\rangle$. The potential $V_s$ contains the attraction of the gate charge that balances the inversion electrons, and an attraction to a fixed charge is not halved. The halved quantity in (9) is the repulsion alone. The two accounts agree because the choice $V_s(0)=0$ also shifts the repulsion by a term proportional to $\langle z'\rangle$, and halving that shift as well restores the full attraction. For the trial function, (6) gives $\langle|z-z'|\rangle=(6-\frac{33}{8})/b=15/(8b)$; direct symbolic integration of $|z-z'|$ gives the same value.

### Proof of the energy formula

Insert the integrals (6) in (8) and add the kinetic energy of Lemma 1:

$$E(b)=\frac{b^2}{8m}+\frac{4\pi}{\kappa b}\left(3N_d+\frac{33}{32}N_s\right).$$

Taking the factor 3 out of the bracket turns $\frac{33}{32}$ into $\frac{11}{32}$ and gives (2). The number $\frac{11}{32}$ is thus

$$\frac{11}{32}=\frac12\cdot\frac{33/16}{3}=\frac12\,\frac{\langle\min(z,z')\rangle}{\langle z\rangle}. \tag{10}$$

The factor $\frac12$ comes from sharing the interaction energy between the partners of each pair. The remaining $\frac{11}{16}$ measures the mutual screening. Since $\min(z,z')\le z$, the ratio in (10) cannot exceed one for any density profile. It would equal one if all electrons lay in a single plane. The spread of the profile lowers it to $\frac{11}{16}$ for the shape (1), and another trial shape would in general give another number.

## II. The minimum, its meaning and its accuracy

### Symbols and results carried over

The trial function is $\psi=(b^3/2)^{1/2}ze^{-bz/2}$, with density $\rho=\psi^2$ and mean position $\langle z\rangle=3/b$. The fraction of electrons beyond $z$ is $S(z)$. The mass along $z$ is $m$, the permittivity is $\kappa$, and the areal densities of inversion electrons and depletion charges are $N_s$ and $N_d$. The potential energy $V=V_d+V_s$ vanishes at the interface and has the slope

$$V'(z)=\frac{4\pi}{\kappa}\left[N_d+N_sS(z)\right]. \tag{11}$$

The first half found the kinetic energy $T=b^2/(8m)$, the integral $\int S^2dz=33/(16b)$, the relation $\langle V_s\rangle=(4\pi N_s/\kappa)\int S^2dz$, and the Hartree energy per electron

$$E(b)=T+\langle V_d\rangle+\frac12\langle V_s\rangle=\frac{b^2}{8m}+\frac{12\pi N^*}{\kappa b},\qquad N^*=N_d+\frac{11}{32}N_s. \tag{12}$$

### Proof of the theorem

The first two derivatives of (12) are

$$E'(b)=\frac{b}{4m}-\frac{12\pi N^*}{\kappa b^2},\qquad
E''(b)=\frac1{4m}+\frac{24\pi N^*}{\kappa b^3}.$$

The second derivative is positive for every $b>0$, so a stationary point is the only one and is the minimum. Setting $E'=0$ and multiplying by $4mb^2$ gives

$$b^3=\frac{48\pi m}{\kappa}\left(N_d+\frac{11}{32}N_s\right),$$

which completes the proof. $\square$

With $m$ an ordinary mass and $N^*$ a density in SI units, the result reads $b^3=12me^2N^*/(\kappa\varepsilon_0\hbar^2)$, because the squared charge in atomic units stands for $e^2/(4\pi\varepsilon_0)$.

At the minimum $12\pi N^*/(\kappa b)=b^2/(4m)=2T$. The electrostatic part of (12) is therefore twice the kinetic energy, and

$$E_{\min}=3T=\frac{3b^2}{8m}. \tag{13}$$

Confinement costs kinetic energy, which favours a wide layer; the field favours a narrow one. The width $3/b$ is inversely proportional to the cube root of $mN^*/\kappa$. A light carrier thus forms a wider layer than a heavy one at the same charge densities. Since $b^2\propto m^{2/3}$, its energy (13) is higher, in proportion to $m^{-1/3}$.

This part has derived the Hartree energy of the Fang-Howard trial function and shown that its only minimum fixes $b$, with the inversion density entering with the weight $\frac{11}{32}$. What remains is to interpret that weight as a balance of forces, compare the trial function with the full Hartree solution, work through an example and examine the conditions of validity.
